# Root-time and linear-time void growth in a long tensioned interconnect line, part 1

(Sections cited here and not found follow in the second part.)

## First half: from pure drift to the two-term law

### Wind without stress

A metal line starts at $x=0$ and runs a long way towards $+x$. At its left end it touches a barrier that atoms cannot cross. The metal is free of stress, and electrons stream through it towards $+x$. Their scattering pushes each atom in the same direction with a mean force $F$. Metal leaves the barrier and a void opens there. The first question is how long this void is after a time $t$.

The algebra uses atomic units, so the electron charge has size 1, and temperature enters as the energy $kT$. A current density of size $j$ in a metal of resistivity $r$ needs a field of size $rj$. The net force on an atom, the wind less the direct pull of the field, is written

$$F=Zrj,$$

where $Z>0$ is the size of the effective wind charge. The sign has been used up in the choice of axis: $F>0$ means a push away from the void.

The drift speed follows from the force through the diffusivity. Let independent hopping particles of density $n$ have diffusivity $D$ and drift at speed $mF$. Their flux is $-D\,dn/dx+mFn$. In equilibrium in the potential energy $-Fx$ the density is $n\propto e^{Fx/kT}$, so $dn/dx=nF/kT$, and the flux must vanish. This requires $m=D/kT$. In a narrow metal line well below its melting point the atoms move by exchange with vacancies, mostly along interfaces and grain boundaries. Here $D$ denotes the effective diffusivity of all atoms in the cross-section, with the scarcity of vacancies and fast paths already included. The drift speed is then

$$v=\frac{DF}{kT}.$$

If $D$, $F$ and $T$ are the same all along the line, every section passes atoms at the same rate. No piece of metal gains or loses atoms, so no stress builds up. The left face is different: atoms leave it and none arrive. The metal retreats from the barrier as a rigid body would, and

$$L(t)=vt .$$

The current must still get past the void. It is assumed to run through a conducting liner around the metal and to re-enter the metal within a short distance of the face.

### Tension without wind, in a short line

Now switch off the current and let the line start under tension. Tension is counted positive and called $s$. Its initial value $s_0$ is the same everywhere, as when a confined metal has cooled and would like to shrink more than its surroundings allow.

We need the link between stress and number of atoms. Let $C$ be the number of atoms per unit volume of the channel that holds the metal. Inserting a small fraction $dC/C$ of extra atoms would swell free metal by that fraction. The surroundings resist the swelling, and the tension falls:

$$ds=-B\,\frac{dC}{C}.$$

This defines the effective modulus $B$. It combines the stiffness of the metal with that of its confinement, so it differs from the bulk modulus of the metal. With $V$ the volume per atom at zero stress, integration from $s=0$, $C=1/V$ gives

$$C=\frac1V e^{-s/B}\simeq\frac1V\left(1-\frac sB\right),\qquad \frac{|s|}{B}\ll1 .$$

A tensioned line is short of atoms by the fraction $s/B$.

Let the line have length $l$, with both ends blocked, and let a void open across its full section at $x=0$. After a long wait the metal is free of stress and fills the length $l-L$. Counting atoms per unit cross-section before and after gives

$$\frac lV\left(1-\frac{s_0}{B}\right)=\frac{l-L}{V}\quad\Rightarrow\quad L=\frac{s_0l}{B}.$$

The tension was a shortage of atoms spread along the line, and the void is the same shortage collected in one place.

This also suggests what a long line does. After a time $t$ the relaxation has spread over some distance that depends on $t$, and the void should be about $s_0/B$ times that distance. If stress spreads by diffusion, the distance grows as $\sqrt t$. The next steps establish the diffusion law and the numerical factor.

### How stress moves atoms

Consider adding one atom at a grain boundary that carries a normal tension $s$. The boundary opens by a volume $V$, and the tension does work $sV$ as it opens. The free energy cost of the atom is lowered by this amount:

$$\mu=\mu_0-Vs .$$

The force on an atom from a gradient of chemical potential is $-d\mu/dx=V\,\partial s/\partial x$. It points towards greater tension, where atoms are in shorter supply. Adding the wind and multiplying by the mobility $D/kT$ and by the density $C\simeq1/V$ gives the atom flux towards $+x$:

$$J=\frac{D}{VkT}\left(V\frac{\partial s}{\partial x}+F\right).$$

Replacing $C$ by $1/V$ drops corrections of relative order $s/B$. Two limits fit. With no stress gradient, $VJ=v$, as in the first case. With $J=0$, the stress has the constant slope $-F/V$: tension decreases in the direction of the wind until its gradient holds the atoms still.

Conservation of atoms reads $\partial C/\partial t=-\partial J/\partial x$. The definition of $B$ turns the left side into

$$\frac{\partial C}{\partial t}=-\frac CB\frac{\partial s}{\partial t}\simeq-\frac1{VB}\frac{\partial s}{\partial t}.$$

The two minus signs cancel, and therefore

$$\frac{\partial s}{\partial t}=BV\frac{\partial J}{\partial x}.$$

If the flux grows along $x$, more atoms leave a piece of metal than enter it, and its tension rises. Inserting $J$, with $D$, $T$ and $F$ uniform, gives

$$\frac{\partial s}{\partial t}=K\frac{\partial^2s}{\partial x^2},\qquad K=\frac{DBV}{kT}.$$

The wind has dropped out because its contribution to $J$ does not vary with $x$. It can return through a boundary condition: at a blocked end $J=0$, and $F$ fixes the slope there. At an open void the condition involves the stress itself, as the next step shows.

The stress diffusivity $K$ exceeds the atomic diffusivity $D$ by the factor $BV/kT$. This is large in a stiff metal, since a small transfer of atoms changes the stress a great deal.

### Opening the void in a long line

The void spans the section and opens at $t=0$. Its face is taken as flat, so nothing pulls on it and the normal stress there is zero. Atoms are assumed to leave the face easily enough to keep it in local equilibrium with the metal just inside. The face also moves, by the void length $L$. For small strain, and as long as the drift length $vt$ is much less than $\sqrt{Kt}$, $L$ is short compared with the relaxed length, and the stress condition is kept at $x=0$:

$$s(0,t)=0,\qquad s(x,0)=s_0,\qquad s\to s_0\ \text{ for }x\to\infty .$$

The last condition says that the far end is out of reach.

The problem contains no length of its own. If $x$ is stretched by a factor $a$ and $t$ by $a^2$, the equation and all three conditions are unchanged. This suggests a solution that depends on a single ratio:

$$s=s_0f(\eta),\qquad \eta=\frac{x}{2\sqrt{Kt}}.$$

At fixed $x$, $\partial\eta/\partial t=-\eta/(2t)$. At fixed $t$, $\partial\eta/\partial x=1/(2\sqrt{Kt})$. Hence

$$\frac{\partial s}{\partial t}=-\frac{s_0\eta}{2t}f',\qquad K\frac{\partial^2s}{\partial x^2}=\frac{s_0}{4t}f'' .$$

Equating the two gives $f''=-2\eta f'$. Dividing by $f'$ and integrating gives $\ln f'=-\eta^2+\text{constant}$, so $f'=Ae^{-\eta^2}$. Since $f(0)=0$,

$$f(\eta)=A\int_0^\eta e^{-y^2}dy .$$

The condition $f(\infty)=1$ fixes $A$. The square of the integral from 0 to infinity is an integral over a quarter plane, which in polar coordinates is $(\pi/2)\int_0^\infty e^{-\rho^2}\rho\,d\rho=\pi/4$. The integral itself is $\sqrt\pi/2$, so $A=2/\sqrt\pi$ and $f$ is the error function:

$$s(x,t)=s_0\,\mathrm{erf}\!\left(\frac{x}{2\sqrt{Kt}}\right).$$

No other bounded solution with the same behaviour far away exists. The difference $d$ of two such solutions is bounded and vanishes at $x=0$, at infinity and at $t=0$. Multiplying its diffusion equation by $d$ and integrating by parts gives

$$\frac{d}{dt}\int_0^\infty\frac{d^2}{2}\,dx=-K\int_0^\infty\left(\frac{\partial d}{\partial x}\right)^2dx\le0 .$$

The integral on the left starts at zero and cannot become negative, so it stays zero. Boundedness is needed: $x\,t^{-3/2}e^{-x^2/4Kt}$ also solves the equation and vanishes at $x=0$, at infinity and as $t\to0$ for every $x>0$, but it is unbounded near the corner $x=0$, $t=0$, and the integral of its square diverges as $t\to0$.

### The void length

At the face $f'(0)=2/\sqrt\pi$, and the stress slope is

$$\left.\frac{\partial s}{\partial x}\right|_{0}=\frac{s_0}{2\sqrt{Kt}}\frac{2}{\sqrt\pi}=\frac{s_0}{\sqrt{\pi Kt}} .$$

It is positive: tension rises into the line and draws atoms away from the void. Each atom that leaves the stress-free face adds a volume $V$ to the void. The growth rate is the flux at the face times $V$:

$$\frac{dL}{dt}=VJ(0,t)=\frac{DV}{kT}\left.\frac{\partial s}{\partial x}\right|_0+\frac{DF}{kT}.$$

From the definition of $K$, $DV/kT=K/B$. Therefore

$$\frac{dL}{dt}=\frac{s_0}{B}\sqrt{\frac{K}{\pi t}}+v .$$

The first term diverges at $t=0$, because the model then has a step of stress at the face. The divergence is integrable, since $\int_0^t\tau^{-1/2}d\tau=2\sqrt t$. With $L(0)=0$,

$$\boxed{L(t)=\frac{2s_0}{B}\sqrt{\frac{Kt}{\pi}}+\frac{DF}{kT}\,t}$$

The root term can be checked by counting atoms, as in the short line. A slice $dx$ whose tension has fallen from $s_0$ to $s$ has taken up metal of length $(s_0-s)\,dx/B$. Summing over the line, with $\mathrm{erfc}=1-\mathrm{erf}$, gives

$$\frac{s_0}{B}\int_0^\infty\mathrm{erfc}\!\left(\frac{x}{2\sqrt{Kt}}\right)dx=\frac{2s_0\sqrt{Kt}}{B}\int_0^\infty\mathrm{erfc}(\eta)\,d\eta .$$

Writing $\mathrm{erfc}(\eta)=(2/\sqrt\pi)\int_\eta^\infty e^{-y^2}dy$ and exchanging the order of integration turns the last integral into $(2/\sqrt\pi)\int_0^\infty ye^{-y^2}dy=1/\sqrt\pi$. The sum is the root term. Its metal is stored in the relaxed part of the line. The metal of the linear term is not stored there: it corresponds to the steady drift that crosses every distant section.

### Reading the two terms

Without tension the law returns to $L=vt$, the case at the start. Without wind it is the relaxed strain collected from a length of order $\sqrt{Kt}$. Their sum needs no interaction term, because the wind changes neither the bulk equation nor the condition $s=0$ at the face.

Write the law as $L=a\sqrt t+vt$, with $a=(2s_0/B)\sqrt{K/\pi}$. Stress release leads at first and the wind leads later. The terms are equal when $a\sqrt{t_c}=vt_c$, or

$$t_c=\frac{a^2}{v^2}=\frac{4s_0^2K}{\pi B^2v^2}.$$

Each term is then $a^2/v$. Since $K/v=BV/F$, the total length at that moment is

$$L_c=\frac{2a^2}{v}=\frac{8s_0^2V}{\pi BF}.$$

The diffusivity and the temperature have cancelled. They can still act through $s_0$, $B$ or $F$, but with these held fixed a hot line and a cool line cross over at the same void length.

The sign of the wind gives another limit. At the opposite end of a line, electrons drive atoms towards a void. The derivation holds with $F<0$ for as long as the void is open, and $L=a\sqrt t-|v|t$. Setting $dL/dt=a/(2\sqrt t)-|v|$ to zero gives a greatest length $a^2/(4|v|)$ at $t=t_c/4$. The void closes at $t_c$. Tension can thus open a void against the wind, but in a line without a far end it cannot keep it open.

An initial compression, $s_0<0$, would give a negative length at early times. That means the face is pressed shut. The condition $s(0,t)=0$ then has no void to belong to, and the law does not apply.

## Second half: numbers, boundaries and broken assumptions

### Symbols and results carried over

The line lies at $x>0$, and atoms are pushed towards $+x$ by the wind force $F=Zrj$. The tension is $s$, initially $s_0$. The effective modulus is $B$, the atomic volume $V$, and the atomic diffusivity $D$. The atom flux obeys

$$J=\frac{D}{VkT}\left(V\frac{\partial s}{\partial x}+F\right),\qquad \frac{\partial s}{\partial t}=BV\frac{\partial J}{\partial x}.$$

For uniform $D$, stress diffuses with $K=DBV/kT$. A void that opens at $t=0$ has length $L=a\sqrt t+vt$, where $a=(2s_0/B)\sqrt{K/\pi}$ and $v=DF/kT$. The terms are equal at $t_c=a^2/v^2$.

### A line under accelerated test

Take round parameters in the rough range of a passivated damascene line in an accelerated electromigration test: $T=600$ K, $j=0.5$ MA/cm$^2$, $r=4$ µΩ cm, $Z=1$, $D=10^{-12}$ cm$^2$/s, $B=30$ GPa, $V=0.012$ nm$^3$ and $s_0=100$ MPa. The line is 400 µm long, with a square section of side $w=200$ nm. The time is 100 h.

The field $rj$ gives $F=2\times10^{-7}$ eV/nm, and $kT=0.0517$ eV. With $1\ \text{cm}^2=10^{14}\ \text{nm}^2$ and 3600 s in an hour,

$$v=\frac{10^{-12}\times10^{14}\times2\times10^{-7}}{0.0517}\times3600\simeq1.39\ \text{nm/h}.$$

One GPa nm$^3$ is 6.242 eV, so $BV=30\times0.012\times6.242=2.247$ eV. The ratio $BV/kT$ is about 43, and $K=4.35\times10^{-11}$ cm$^2$/s. After 100 h the reach is $\sqrt{Kt}=39.6$ µm, a tenth of the line. The initial strain is $s_0/B=0.00333$. The two terms are

$$\frac{2s_0}{B}\sqrt{\frac{Kt}{\pi}}=\frac{2\times0.00333\times39\,550}{1.772}\simeq149\ \text{nm},\qquad vt\simeq139\ \text{nm}.$$

The void is 288 nm long (2880 Å). At 1 h the terms are 14.9 and 1.4 nm, and at 10 h they are 47.0 and 13.9 nm. The early void is mostly released tension.

As a test, the flux and conservation equations were solved on a grid for the 400 µm line with a blocked far end. The void lengths at 1, 10 and 100 h were 16.27, 60.97 and 288.02 nm, against 16.27, 60.97 and 288.03 nm from the formula. The numerical output below lists these values.

The crossover time follows from the ratio of the terms at 100 h: $t_c=100\,(148.8/139.3)^2\simeq114$ h. The void is then 318 nm long (3180 Å).

The two-term law for the void length in a long line is now derived, and in the example it gives 288 nm after 100 h, in agreement with a grid solution. What remains is to see what the law means for lifetime measurements, and how it changes when the line is short or the other assumptions are relaxed.

All numerical values are calculated from the stated model.
